# L2–L3 splittings from argon to xenon and the 2p branching ratio

## Problem

The L2 and L3 absorption edges correspond to removing an electron from $2p_{1/2}$ and $2p_{3/2}$. Predict their separation,

$$\Delta=E(2p_{1/2}\ \text{hole})-E(2p_{3/2}\ \text{hole}),$$

for Ar, Cr, Kr and Xe, from a screened hydrogenic formula and from two-component atoms. Then find the ratio of the L3 and L2 dipole intensities and the conditions under which it holds.

Atomic units are used in the algebra, with $c=137.036$; energies are quoted in eV.

## First estimate by scaling

Spin-orbit coupling is of order $c^{-2}V'/r$. In a hydrogen-like ion $V'=Z/r^2$ and lengths scale as $1/Z$, so

$$\Delta=K\,\frac{Z\,\langle r^{-3}\rangle}{c^2}\propto\frac{Z^4}{c^2}.$$

From Ar ($Z=18$) to Xe ($Z=54$) this gives growth by $3^4=81$. Other electrons replace $Z$ by roughly $Z-s$. Slater's rules for 2p count 0.35 for each of seven other $n=2$ electrons and 0.85 for each 1s electron:

$$s=7(0.35)+2(0.85)=4.15 .$$

The growth becomes $(49.85/13.85)^4\approx168$. Scaling cannot supply the prefactor.

For the intensities, $2p_{3/2}$ holds four electrons and $2p_{1/2}$ two. If every electron absorbs equally, L3:L2 is 2:1. Whether they do must be shown.

## Solution

### The hydrogenic prefactor

Let $\phi$ and $\chi$ be the large and small components, and $E$ the energy without $c^2$. The Dirac equation reads

$$E\phi=V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi,\qquad
\chi=\frac{c}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi .$$

Expanding the denominator for $|E-V|\ll2c^2$ gives the term $\boldsymbol\sigma\!\cdot\!\mathbf p\,V\,\boldsymbol\sigma\!\cdot\!\mathbf p/(4c^2)$. Its spin-dependent part is $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/(4c^2)$. For a central potential $\nabla V=(V'/r)\mathbf r$, and with $\boldsymbol\sigma=2\mathbf S$,

$$H_{\rm so}=\frac{1}{2c^2}\frac{V'}{r}\,\mathbf L\!\cdot\!\mathbf S .$$

Renormalizing $\phi$ at this order involves $p^2$ and adds only spin-independent terms.

Since $2\mathbf L\!\cdot\!\mathbf S=j(j+1)-l(l+1)-\tfrac34$, the values of $\mathbf L\!\cdot\!\mathbf S$ for $l=1$ are $\tfrac12$ at $j=\tfrac32$ and $-1$ at $j=\tfrac12$. With $\zeta=\langle V'/r\rangle/(2c^2)$ the orbital splitting is $\tfrac32\zeta$. The $2p_{1/2}$ electron is more tightly bound, so $\Delta>0$.

The radial function $g=r^2e^{-Zr/2}$ gives

$$\langle r^{-3}\rangle=\frac{\int_0^\infty r e^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24},$$

$$\Delta=\frac32\,\frac{Z}{2c^2}\,\frac{Z^3}{24}=\frac{Z^4}{32c^2}.$$

Thus $K=\tfrac34$. Replacing $Z$ by $Z-s$ in both the force and the orbital gives the screened formula $(Z-s)^4/(32c^2)$, a model rather than a theorem.

### The full hydrogenic splitting

For Xe, $Z/c$ is not small. Put $x=Z/c$ and $\varepsilon=E+c^2$. The radial equations are

$$g'=-\frac{\kappa}{r}g+\frac{\varepsilon+c^2+Z/r}{c}f,\qquad
f'=\frac{\kappa}{r}f-\frac{\varepsilon-c^2+Z/r}{c}g,$$

with $\kappa=1$ for $2p_{1/2}$ and $\kappa=-2$ for $2p_{3/2}$. Take $g=r^\gamma e^{-\lambda r}\sum_{k=0}^N a_kr^k$, and $f$ likewise with $b_k$.

The lowest power gives $(\gamma+\kappa)a_0=xb_0$ and $(\gamma-\kappa)b_0=-xa_0$, so $\gamma=\sqrt{\kappa^2-x^2}$. The highest gives $c^2\lambda^2=c^4-\varepsilon^2$ and $b_N=-a_N/\mu$, where $\mu=\sqrt{(c^2+\varepsilon)/(c^2-\varepsilon)}$.

One power lower,

$$(\gamma+N+\kappa)a_N-xb_N=\lambda a_{N-1}+\frac{c^2+\varepsilon}{c}b_{N-1},$$
$$(\gamma+N-\kappa)b_N+xa_N=\lambda b_{N-1}+\frac{c^2-\varepsilon}{c}a_{N-1}.$$

The first right side is $\mu$ times the second. Equating the left sides accordingly and inserting $b_N=-a_N/\mu$ yields

$$2(\gamma+N)=x\left(\mu-\frac1\mu\right)=\frac{2x\varepsilon}{\sqrt{c^4-\varepsilon^2}},\qquad
\varepsilon=\frac{c^2}{\sqrt{1+x^2/(\gamma+N)^2}} .$$

For $\kappa=-2$, $N=0$ is allowed and $\varepsilon=c^2\sqrt{1-x^2/4}$. For $\kappa=1$, $N=0$ would need $b_0/a_0$ to be both positive (lowest power) and negative (highest power). The lowest state therefore has $N=1$. With $\gamma=\sqrt{1-x^2}$, $(\gamma+1)^2+x^2=2(1+\gamma)$, so $\varepsilon=c^2\sqrt{(1+\gamma)/2}$. Hence

$$\Delta_D(Z)=c^2\left[\sqrt{1-\frac{x^2}{4}}-\sqrt{\frac{1+\sqrt{1-x^2}}{2}}\right].$$

The two roots expand as

$$1-\frac{x^2}{8}-\frac{x^4}{128}-\frac{x^6}{1024}-\dots,\qquad
1-\frac{x^2}{8}-\frac{5x^4}{128}-\frac{21x^6}{1024}-\dots,$$

and their difference gives

$$\Delta_D=\frac{Z^4}{32c^2}\left(1+\frac58\frac{Z^2}{c^2}+\dots\right).$$

### The two-component atom

The atoms are spherical, with a point nucleus and the potential $V=-Z/r+v_H+v_x$. Here $v_H$ is the electron repulsion and $v_x=-(3\rho/\pi)^{1/3}$ is local exchange. Open shells are averaged. Correlation, the Breit interaction, quantum-electrodynamic corrections and multiplets are omitted, so the results are model values, not measured edges. The omissions are not negligible at the percent level: a first-order estimate of the spin-other-orbit part of the Breit interaction lowers the splitting by roughly 3–4% in Ar and Cr. Differences of that size between the formulas below rank them against this model, not against experiment.

In orthonormal bases for $g$ and $f$, the Dirac matrix is

$$\begin{pmatrix}V&c\Pi^\dagger\\ c\Pi&W-2c^2\end{pmatrix},$$

where $\Pi$ represents $d/dr+\kappa/r$ and $W$ is the potential in the small-component basis. Let $A$ and $B$ be the large- and small-component coefficients of an eigenvector. The positive-energy solutions define $X$ through $B=XA$. Their norm is $A^\dagger(1+X^\dagger X)A$, so $A=RC$ with $R=(1+X^\dagger X)^{-1/2}$ makes $C$ normalized. Inserting $A$ and $B$ into the energy expectation value gives

$$h=R\left[V+c(\Pi^\dagger X+X^\dagger\Pi)+X^\dagger(W-2c^2)X\right]R .$$

The positive-energy solutions span an invariant subspace, so $h$ keeps their eigenvalues. The density is built from $A=RC$ and $B=XA$.

For the edges, let the occupations of $(2p_{1/2},2p_{3/2})$ run from $(1,4)$ to $(2,3)$ as $(1+t,4-t)$. The orbitals are stationary, so $\partial E/\partial n_i=\epsilon_i$ and

$$\Delta=E(0)-E(1)=\int_0^1(\epsilon_{3/2}-\epsilon_{1/2})\,dt .$$

The integral is approximated by its midpoint, with occupations $(1.5,3.5)$. For Cr this gives 8.990 eV, as does the difference of total energies.

### Chromium in detail

With Slater's constant, $Z-s=19.85$ and

$$\Delta\approx\frac{19.85^4}{32(137.036)^2}=0.2584\ \text{hartree}=7.03\ \text{eV}.$$

The neutral two-component atom gives 8.62 eV, and the core-hole value is 8.99 eV.

To see how screening acts, let $Q(r)$ be the electron charge inside $r$. Then

$$\frac{V'}r=\frac{Z-Q(r)}{r^3}+\frac{v_x'}r .$$

With a nonrelativistic 2p orbital in the neutral atom's potential, the contributions to $\tfrac32\zeta$ are

$$9.08-0.79+0.13=8.42\ \text{eV}$$

from nucleus, repulsion and exchange. This is 2.3% below the neutral two-component splitting.

The bare ion formula gives 15.02 eV. The nuclear term contains the same $Z$, so its drop to 9.08 eV comes from a smaller $\langle r^{-3}\rangle$. In this decomposition, screening acts mainly by expanding the orbital and less by weakening the force.

A spherical shell outside the 2p region exerts no electrostatic force there, but it shifts the potential. Removing the 3d and 4s electrons and re-solving the atom lowers the $2p_{3/2}$ level by 116 eV, yet changes the splitting by only $-0.18\%$. The small decrease is not what reduced repulsion at a fixed orbital would give; its cause was not isolated. Fitting $-(Z-s)^2/8$ to the mean 2p energy requires $s=11.2$, far above the value of about 3 that fits the splitting. A screening constant belongs to the property from which it was obtained.

### The branching ratio

Assume a full 2p shell, holes of definite $j$, one radial function for both levels and equal photon-energy factors. For polarization $\mathbf e$ and a projector $P_f$ onto the available final states,

$$I_j\propto{\rm Tr}(P_jO),\qquad O=(\mathbf e\cdot\mathbf r)^\dagger P_f(\mathbf e\cdot\mathbf r).$$

The eigenvalues $\tfrac12$ and $-1$ of $\mathbf L\!\cdot\!\mathbf S$ fix

$$P_{3/2}=\frac23(1+\mathbf L\!\cdot\!\mathbf S),\qquad
P_{1/2}=\frac13(1-2\mathbf L\!\cdot\!\mathbf S).$$

If $P_f$ does not depend on spin, the trace factorizes:

$${\rm Tr}(O\,\mathbf L\!\cdot\!\mathbf S)=\sum_i{\rm Tr}_{\rm orb}(OL_i)\,{\rm Tr}_{\rm spin}(S_i)=0,$$

because each $S_i$ is traceless. What remains is

$$\frac{I_{L3}}{I_{L2}}=\frac{2/3}{1/3}=2 .$$

No average over polarization or isotropy of the final orbitals was needed.

Spin-orbit-resolved final states break the assumption. For d states, averaged over polarization, the theorem gives totals 10:5 from $p_{3/2}$ and $p_{1/2}$. The same trace argument on the d side gives 9:6 into $d_{5/2}$ and $d_{3/2}$. Since $p_{1/2}\to d_{5/2}$ is dipole-forbidden, the strengths of $p_{3/2}\to d_{5/2}$, $p_{3/2}\to d_{3/2}$ and $p_{1/2}\to d_{3/2}$ are 9:1:5. If only $d_{3/2}$ is empty, L3:L2 is 1:5.

Spin-polarized final states can also change the ratio. With only spin-up d holes and circular light travelling along the spin axis, explicit matrices give 5 for one helicity and 1 for the other.

Unequal radial functions matter too. Summed over a complete set of final states and averaged over polarization, the strength per electron is $\langle r^2\rangle/3$, so the ratio becomes $2\langle r^2\rangle_{3/2}/\langle r^2\rangle_{1/2}$. It is 2.02 for Ar and 2.22 for Xe. This sum includes occupied states, so it measures the radial difference and does not predict an edge ratio. When the electron is excited into a compact 3d orbital, its direct and exchange interactions with the 2p hole are comparable to $\Delta$ and mix the two hole levels, which lies outside the assumption of definite $j$. An open shell in the ground state is not needed: for the closed-shell ion Cr$^{6+}$ the $2p^53d^1$ Slater integrals ($F^2\approx9$, $G^1\approx7$, $G^3\approx4$ eV, against $\Delta\approx9$ eV) push L3:L2 below 1. The ratio 2 should therefore not be expected at the 2p→3d lines of light transition metals such as Cr.

## Comparison

Besides Slater's constant, one can fit $s$ to the core-hole splitting of Ar and carry it to the other atoms. The fit gives $s=2.90$ for the leading formula and $2.93$ for $\Delta_D(Z-s)$. All entries are in eV; the Ar entries in the two fitted columns agree by construction.

| Atom | Slater | Leading, fitted | Dirac, fitted | Two-component |
|---|---:|---:|---:|---:|
| Ar | 1.67 | 2.36 | 2.36 | 2.36 |
| Cr | 7.03 | 8.98 | 9.07 | 8.99 |
| Kr | 46.6 | 54.4 | 56.2 | 55.2 |
| Xe | 280 | 309 | 338 | 330 |

Relative to the two-component core-hole values, Slater's estimate is 29% low for Ar and 15% low for Xe. The fitted leading formula is closer than the fitted Dirac formula for Cr and Kr. For Xe the order reverses: the errors are $-6.4\%$ and $+2.3\%$.

Two effects compete. The leading formula omits the relativistic enhancement. But the $s$ required by the Dirac formula rises from 2.93 in Ar to 3.20 in Xe, so holding it fixed overestimates the heavier atoms. In the leading formula these errors have opposite signs and partly cancel; by Xe the missing enhancement is clearly larger.

The two-component splitting grows by a factor of 140 from Ar to Xe, between the bare estimate of 81 and Slater's 168. The mean power of $Z$ is 4.50. A power above four is expected even without higher relativistic terms, since at fixed $s$

$$\frac{d\ln(Z-s)^4}{d\ln Z}=\frac{4Z}{Z-s}>4 .$$

For the intensities, electron counting gave the right number under the stated assumptions. The trace argument shows why it works and which assumptions it uses. A ratio other than two means that at least one of them fails, but does not by itself identify which. The numerical check covers the splittings and the spin-orbital matrices.

## Computed results

```
speed of light c = 137.0360 a.u.
Hartree energy = 27.21139 eV
Slater screening constant for 2p = 4.15
Splittings in eV; 2c = two-component atom
Ar Z=18: bare Z^4 4.754 eV, Slater 1.666 eV
Ar 2c neutral 2.226 eV, 2c core hole 2.357 eV
Ar s from Ar: leading 2.357 eV, all-order 2.357 eV
Ar fitted s: leading 2.896, all-order 2.925
Cr Z=24: bare Z^4 15.024 eV, Slater 7.030 eV
Cr 2c neutral 8.621 eV, 2c core hole 8.990 eV
Cr s from Ar: leading 8.982 eV, all-order 9.068 eV
Cr fitted s: leading 2.891, all-order 2.970
Kr Z=36: bare Z^4 76.057 eV, Slater 46.598 eV
Kr 2c neutral 53.715 eV, 2c core hole 55.152 eV
Kr s from Ar: leading 54.382 eV, all-order 56.247 eV
Kr fitted s: leading 2.779, all-order 3.084
Xe Z=54: bare Z^4 385.040 eV, Slater 279.635 eV
Xe 2c neutral 324.173 eV, 2c core hole 329.982 eV
Xe s from Ar: leading 308.854 eV, all-order 337.653 eV
Xe fitted s: leading 2.044, all-order 3.204
Mean power of Z, Ar to Xe (core hole) = 4.498
Xe neutral, direct Dirac integration = 324.173 eV
H-like Z=54: 2c 426.737 eV, Dirac formula 426.737 eV
Cr, first-order parts of the splitting:
  nucleus 9.082 eV
  electron repulsion -0.791 eV
  exchange 0.130 eV
  sum 8.421 eV
Cr core-hole total-energy difference = 8.990 eV
Cr 2p1/2 orbital energy = -564.50 eV
Cr 2p3/2 orbital energy = -555.88 eV
Cr mean 2p radius (j=3/2) = 0.1382 angstrom
Cr screening from 2p energy = 11.183
Cr without 3d,4s: 2p3/2 level shift = -116.02 eV
Cr without 3d,4s: splitting change = -0.181 percent
L3:L2, one random orbital and polarization = 2.000000
p3/2-d5/2 : p3/2-d3/2 : p1/2-d3/2 = 9.000 : 1.000 : 5.000
L3:L2, spin-up d holes, two helicities = 5.000, 1.000
Ar closure ratio L3:L2 = 2.0241
Cr closure ratio L3:L2 = 2.0414
Kr closure ratio L3:L2 = 2.0942
Xe closure ratio L3:L2 = 2.2248
```
